# Löwdin partitioning: an effective Hamiltonian whose branches never increase between poles, part 1

(Sections cited here and not found follow in the second part.)

## Definitions and conventions

\(H\) is a Hermitian matrix on a finite-dimensional space, for instance a Bloch Hamiltonian at fixed wave vector. The basis is orthonormal and is split into \(n_A\) retained states (space \(A\)) and \(n_B\) eliminated states (space \(B\)):
\[
H=\begin{pmatrix}H_{AA}&H_{AB}\\ H_{BA}&H_{BB}\end{pmatrix},\qquad H_{AA}^\dagger=H_{AA},\quad H_{BB}^\dagger=H_{BB},\quad H_{BA}=H_{AB}^\dagger .
\]
The spectral decomposition of the eliminated block is \(H_{BB}=\sum_b b\,P_b\), where \(b\) runs over the distinct eigenvalues and the \(P_b\) are orthogonal projectors with \(P_bP_{b'}=\delta_{bb'}P_b\) and \(\sum_bP_b=1\). For real \(E\) different from every \(b\),
\[
G(E)=(E-H_{BB})^{-1}=\sum_b\frac{P_b}{E-b},\qquad H_{\rm eff}(E)=H_{AA}+H_{AB}\,G(E)\,H_{BA}.
\]
A number added to a matrix multiplies the unit matrix. For real \(E\), \(G\) is Hermitian, so \(H_{\rm eff}\) is Hermitian. Its eigenvalues, ordered and counted with multiplicity, \(\lambda_1(E)\le\dots\le\lambda_{n_A}(E)\), are the branches. \(M\ge0\) means \(\langle\phi|M|\phi\rangle\ge0\) for all \(\phi\), and \(\|M\|\) is the largest absolute eigenvalue of a Hermitian \(M\). Units are SI; energies in the example are in attojoules, \(1\ \mathrm{aJ}=10^{-18}\ \mathrm{J}=6.24151\ \mathrm{eV}\).

## (a) Elimination of the B components

**Problem.** Show that a real \(E\) outside the spectrum of \(H_{BB}\) is an eigenvalue of \(H\) if and only if \(E=\lambda_j(E)\) for some \(j\), with equal multiplicities.

**Solution.** With \(\psi=(\psi_A,\psi_B)\), the equation \(H\psi=E\psi\) reads
\[
H_{AA}\psi_A+H_{AB}\psi_B=E\psi_A,\qquad H_{BA}\psi_A+H_{BB}\psi_B=E\psi_B .
\]
The second line is \((E-H_{BB})\psi_B=H_{BA}\psi_A\). Since \(E-H_{BB}\) is invertible, it is equivalent to \(\psi_B=G H_{BA}\psi_A\). Inserting this in the first line gives
\[
H_{\rm eff}(E)\,\psi_A=E\,\psi_A .
\]
Conversely, if \(\phi\) obeys \(H_{\rm eff}(E)\phi=E\phi\), then \((\phi,\,GH_{BA}\phi)\) satisfies the second line by construction and the first by the definition of \(H_{\rm eff}\). The linear map \(\phi\mapsto(\phi,GH_{BA}\phi)\) is injective, because its first component is \(\phi\), and it reaches every eigenvector of \(H\) at \(E\), because each has this form. The two eigenspaces therefore have the same dimension.

No approximation has been made; the price of the smaller matrix is that the problem is nonlinear in \(E\). Diagonalizing \(H_{\rm eff}(E_0)\) once does not give the levels of \(H\): the result above certifies only an eigenvalue equal to \(E_0\) itself. The others are in general not levels; eigenvalues that do not depend on \(E\), treated in (e), are an exception.

## (b) The Schur complement

**Problem.** Factorize \(E-H\) into block-triangular and block-diagonal factors. Deduce its determinant, the \(AA\) block of its inverse, and the number of eigenvalues of \(H\) below \(E\).

**Solution.** Write \(S=E-H_{\rm eff}\), \(T=E-H_{BB}\), so that \(TG=GT=1\), and
\[
L=\begin{pmatrix}1&0\\-GH_{BA}&1\end{pmatrix},\qquad L^\dagger=\begin{pmatrix}1&-H_{AB}G\\0&1\end{pmatrix}.
\]
Multiplying from the right,
\[
\begin{pmatrix}S&0\\0&T\end{pmatrix}L=\begin{pmatrix}S&0\\-H_{BA}&T\end{pmatrix},\qquad
L^\dagger\begin{pmatrix}S&0\\-H_{BA}&T\end{pmatrix}=\begin{pmatrix}S+H_{AB}GH_{BA}&-H_{AB}\\-H_{BA}&T\end{pmatrix}.
\]
The upper left block is \(E-H_{AA}\), so
\[
E-H=L^\dagger\,\mathrm{diag}(E-H_{\rm eff},\,E-H_{BB})\,L .
\]
The block \(S=(E-H_{AA})-(-H_{AB})\,T^{-1}(-H_{BA})\) is the Schur complement of \(T\) in \(E-H\); the two minus signs cancel, which is why the second term of \(H_{\rm eff}\) carries a plus sign.

\(L\) is triangular with unit diagonal, so \(\det L=\det L^\dagger=1\) and
\[
\det(E-H)=\det(E-H_{BB})\,\det(E-H_{\rm eff}(E)).
\]
The inverse of \(L\) is obtained by reversing the sign of its off-diagonal block, as multiplication confirms: the lower left block of the product is \(-GH_{BA}+GH_{BA}=0\). If \(E\) is not an eigenvalue of \(H\),
\[
(E-H)^{-1}=\begin{pmatrix}1&0\\GH_{BA}&1\end{pmatrix}\begin{pmatrix}S^{-1}&0\\0&G\end{pmatrix}\begin{pmatrix}1&H_{AB}G\\0&1\end{pmatrix}.
\]
The first block row of the first two factors is \((S^{-1},0)\) and the first block column of the third is \((1,0)\), so \([(E-H)^{-1}]_{AA}=(E-H_{\rm eff})^{-1}\). The term \(H_{AB}GH_{BA}\) is thus the exact self-energy of the space \(A\).

The count follows from Sylvester's law of inertia. Let \(X=L^\dagger YL\) be Hermitian of size \(n\), with \(L\) invertible, and let \(p_X,p_Y\) be the numbers of positive eigenvalues. On the span \(V\) of the eigenvectors of \(Y\) with positive eigenvalue the quadratic form of \(Y\) is positive. On \(L^{-1}V\), of dimension \(p_Y\), the form of \(X\) is then positive, since \(\langle u|X|u\rangle=\langle Lu|Y|Lu\rangle\). On the span of the eigenvectors of \(X\) with non-positive eigenvalue, of dimension \(n-p_X\), the form of \(X\) is non-positive. The two subspaces share only the zero vector, so \(p_Y+n-p_X\le n\). Exchanging roles with \(Y=(L^{-1})^\dagger XL^{-1}\) gives \(p_X=p_Y\). A positive eigenvalue of \(E-H\) is a level of \(H\) below \(E\), hence
\[
N_H(<E)=N_{BB}(<E)+\#\{j:\lambda_j(E)<E\}.
\]

## (c) Poles, removable points and the difference identity

**Problem.** Decide which \(b\) are true poles of \(H_{\rm eff}\), and find the sign of \(H_{\rm eff}(E_1)-H_{\rm eff}(E_2)\) for \(E_1<E_2\).

**Solution.** The spectral form of \(G\) gives
\[
H_{\rm eff}(E)=H_{AA}+\sum_b\frac{R_b}{E-b},\qquad R_b=H_{AB}P_bH_{BA}.
\]
Because \(P_b=P_b^\dagger P_b\), \(\langle\phi|R_b|\phi\rangle=\|P_bH_{BA}\phi\|^2\ge0\). So \(R_b\ge0\), and \(R_b=0\) exactly when \(P_bH_{BA}=0\). The \(b\) with \(R_b\ne0\) are the poles. The others drop out of the sum, which then defines \(H_{\rm eff}\) smoothly at those removable points.

Part (a) says nothing about \(E=b\), and levels can hide there. If \(\chi\ne0\) lies in the range of \(P_b\) and \(H_{AB}\chi=0\), then \(H(0,\chi)=(H_{AB}\chi,H_{BB}\chi)=b\,(0,\chi)\): an eigenvector with no weight in \(A\), invisible to \(H_{\rm eff}\). At a removable point \(H_{AB}P_b=(P_bH_{BA})^\dagger=0\), so the whole range of \(P_b\) is of this kind.

For each pole,
\[
\frac1{E_1-b}-\frac1{E_2-b}=\frac{E_2-E_1}{(E_1-b)(E_2-b)},
\]
so that
\[
H_{\rm eff}(E_1)-H_{\rm eff}(E_2)=(E_2-E_1)\sum_b\frac{R_b}{(E_1-b)(E_2-b)}=(E_2-E_1)\,H_{AB}G(E_1)G(E_2)H_{BA}.
\]
The last form uses \(P_bP_{b'}=\delta_{bb'}P_b\). If no pole lies in \([E_1,E_2]\), then \(E_1-b\) and \(E_2-b\) have the same sign for every pole, every coefficient is strictly positive, and \(H_{\rm eff}(E_1)-H_{\rm eff}(E_2)\ge0\). If a pole lies between the two energies its coefficient is negative and the inequality can fail. Dividing by \(E_2-E_1\) and letting \(E_2\to E_1\) gives
\[
\frac{dH_{\rm eff}}{dE}=-\sum_b\frac{R_b}{(E-b)^2}=-H_{AB}\,G^2H_{BA}\le0 .
\]

## (d) The branches never increase between poles

**Problem.** Prove \(\lambda_j(E_2)\le\lambda_j(E_1)\) for \(E_1<E_2\) with no pole in \([E_1,E_2]\), without assuming that the branches are differentiable.

**Solution.** Ordered branches have kinks where they cross, so a proof by derivatives is incomplete. Let \(M_1,M_2\) be Hermitian of size \(n\), with orthonormal eigenvectors \(u_i\) and \(w_i\) belonging to the ordered eigenvalues. The span of \(u_1,\dots,u_j\) has dimension \(j\) and the span of \(w_j,\dots,w_n\) has dimension \(n-j+1\). The dimensions add to \(n+1>n\), so the spans share a unit vector \(\phi=\sum_{i\le j}c_iu_i=\sum_{i\ge j}d_iw_i\). Its expectation values are weighted means of eigenvalues:
\[
\langle\phi|M_1|\phi\rangle=\sum_{i\le j}|c_i|^2\lambda_i(M_1)\le\lambda_j(M_1),\qquad
\langle\phi|M_2|\phi\rangle=\sum_{i\ge j}|d_i|^2\lambda_i(M_2)\ge\lambda_j(M_2).
\]
Take \(M_1=H_{\rm eff}(E_1)\), \(M_2=H_{\rm eff}(E_2)\) and use \(M_1-M_2\ge0\) from (c):
\[
\lambda_j(E_2)\le\langle\phi|M_2|\phi\rangle\le\langle\phi|M_1|\phi\rangle\le\lambda_j(E_1).
\]
This is the monotonicity theorem in its general form. The same two inequalities give, for any pair, \(\lambda_j(M_2)-\lambda_j(M_1)\le\langle\phi|M_2-M_1|\phi\rangle\le\|M_2-M_1\|\), and with the roles exchanged
\[
|\lambda_j(M_2)-\lambda_j(M_1)|\le\|M_2-M_1\| .
\]
The branches are therefore continuous between poles.

## (e) When the decrease is strict

**Problem.** Let \(D\subseteq A\) be the span of those eigenvectors of \(H_{AA}\) that satisfy \(H_{BA}\phi=0\). Show that all branches decrease strictly if and only if \(D=\{0\}\).

**Solution.** On \(D\), \(H_{BA}\) vanishes, so \(H_{\rm eff}(E)=H_{AA}\) there, and \(H_{AA}\) maps \(D\) into itself. \(D\) is thus invariant under \(H_{\rm eff}(E)\), and its eigenvalues there do not depend on \(E\). The complement \(D^\perp\) is invariant too: for \(x\in D^\perp\), \(y\in D\), \(\langle y|H_{\rm eff}x\rangle=\langle H_{\rm eff}y|x\rangle=0\). The spectrum of \(H_{\rm eff}(E)\) is the union of the constant eigenvalues and those of the restriction to \(D^\perp\).

Apply (d) to that restriction and suppose \(\lambda_j(E_1)=\lambda_j(E_2)\) for one of its ordered branches. All three inequalities become equalities, with a unit \(\phi\in D^\perp\). The middle one gives
\[
0=\langle\phi|M_1-M_2|\phi\rangle=(E_2-E_1)\sum_{\rm poles}\frac{\|P_bH_{BA}\phi\|^2}{(E_1-b)(E_2-b)} .
\]
All coefficients are positive, so \(P_bH_{BA}\phi=0\) at each pole; at removable points this holds anyway, and summing over \(b\) gives \(H_{BA}\phi=0\). The last equality gives \(\sum_{i\le j}|c_i|^2(\lambda_j-\lambda_i)=0\) with non-negative terms, so \(c_i=0\) unless \(\lambda_i=\lambda_j\), and \(M_1\phi=\lambda_j\phi\). Since \(H_{BA}\phi=0\), \(M_1\phi=H_{AA}\phi\), so \(\phi\in D\). A unit vector cannot lie in both \(D\) and \(D^\perp\); hence every branch on \(D^\perp\) decreases strictly.

If \(D=\{0\}\), this covers all branches. If \(D\neq\{0\}\), some number \(\mu\) is an eigenvalue at every \(E\). A strictly decreasing function takes the value \(\mu\) at most once, so \(n_A\) such functions could supply it at only \(n_A\) energies of an interval, and not all branches can be strict. "Decrease" therefore means "never increase" in general. Where a falling eigenvalue crosses a constant one, the ordered branches trade a falling piece for a plateau. The condition \(D=\{0\}\) is weaker than \(\ker H_{BA}=\{0\}\): a nonzero kernel produces a constant eigenvalue only if it contains an eigenvector of \(H_{AA}\).

## (f) Slope, roots, weight and velocity

**Problem.** For a simple eigenvalue find \(d\lambda/dE\). Bound the number of roots of \(E=\lambda_j(E)\), interpret the slope at a root, and find the group velocity.

**Solution.** A simple root of the characteristic polynomial depends smoothly on the matrix elements by the implicit function theorem. The adjugate of \(\lambda-H_{\rm eff}\) is then a nonzero multiple of the eigenprojector, and one of its nonzero columns, normalized, is a smooth unit eigenvector \(\phi\). Differentiating \(\lambda=\langle\phi|H_{\rm eff}|\phi\rangle\), the terms containing \(\phi'\) add to \(\lambda\,\frac{d}{dE}\langle\phi|\phi\rangle=0\), which leaves the Hellmann–Feynman term. With \(\chi=GH_{BA}\phi\),
\[
\frac{d\lambda}{dE}=-\langle\phi|H_{AB}G\,GH_{BA}|\phi\rangle=-\|\chi\|^2 .
\]

By (d), \(F_j(E)=E-\lambda_j(E)\) obeys \(F_j(E_2)-F_j(E_1)\ge E_2-E_1>0\) between poles. It is continuous and strictly increasing even on a plateau, so each branch has at most one root per interval, and has one exactly when \(F_j\) changes sign there. It follows that \(H\) has at most \(n_A\) levels in any interval free of eigenvalues of \(H_{BB}\).

At a root the full eigenvector is \(\psi=(\phi,\chi)\), with \(\|\psi\|^2=1+\|\chi\|^2\). The weight in \(A\) is
\[
Z=\frac{\|\psi_A\|^2}{\|\psi\|^2}=\frac1{1-d\lambda/dE},\qquad 0<Z\le1 .
\]
The negative slope expresses the fact that a probability cannot exceed one. Summed over all normalized eigenvectors of \(H\), the weights give the trace of the projector on \(A\), which is \(n_A\). Vectors \(\phi\) from different roots are generally not orthogonal, because orthogonality holds for the full vectors: \(\langle\phi_1|\phi_2\rangle=-\langle\chi_1|\chi_2\rangle\). The iteration \(E_{n+1}=\lambda(E_n)\) multiplies a small error by \(d\lambda/dE\) at each step, so it contracts only for \(|d\lambda/dE|<1\), that is \(Z>1/2\); bisection on \(F_j\) converges to the root for any slope once a sign change of \(F_j\) has been bracketed inside a single pole-free interval. At a pole \(b\), \(H_{\rm eff}(b+s)-H_{\rm eff}(b-s)=2R_b/s+O(s)\) for small \(s>0\), so the branches can only jump upward and \(F_j\) only downward. A bracket with \(F_j>0\) at its lower end and \(F_j<0\) at its upper end therefore drives bisection onto a pole, without a root. A bracket of the opposite orientation that contains a pole generically still ends on a root, but it may enclose several roots and finds only one.

If \(H\) depends on a wave-vector component \(k\), differentiating \(E(k)=\lambda(E(k),k)\) gives \((1-\partial_E\lambda)\,dE/dk=\partial_k\lambda\), so
\[
v=\frac1\hbar\frac{dE}{dk}=\frac Z\hbar\,\langle\phi|\partial_kH_{\rm eff}|\phi\rangle .
\]
Differentiating \(G\,(E-H_{BB})=1\) at fixed \(E\) gives \(\partial_kG=G(\partial_kH_{BB})G\). For \(k\)-independent \(H_{AB}\) the bracket is \(\langle\phi|\partial_kH_{AA}|\phi\rangle+\langle\chi|\partial_kH_{BB}|\chi\rangle\). Omitting \(Z\) multiplies the velocity by \(1/Z\ge1\), so its magnitude is overestimated whenever \(Z<1\) and \(v\ne0\).

We have shown that the branches of \(H_{\rm eff}(E)\) never increase between poles, that each gives at most one level per pole-free interval, and that for a simple eigenvalue the slope at a root fixes the weight in \(A\). What remains is the behaviour at a pole, the limits of large \(|E|\) and weak coupling, the cases the proof does not cover, and a worked example for AB-stacked bilayer hBN.
